# Squeezing and light-matter entanglement in the one-mode Hopfield ground state: verification in Python

```python
"""Gaussian ground state of the one-mode Hopfield model (Coulomb gauge).

H/hbar = wc(a'a+1/2) + w0(b'b+1/2) + g(a+a')(b+b') + D(a+a')^2,
where a' and b' denote adjoints; wc: cavity, w0: matter frequency,
wp^2 = 4 pi N e^2/(m V), g = (wp/2)sqrt(w0/wc), D = g^2/w0.
Result under test, with T = wc+w0 and S = sqrt(T^2+wp^2):
  v_minus = T/(2S), v_plus = (wc T+wp^2)/(2 wc S)   (vacuum value 1/2),
  <a'a> = <b'b> = (v_minus+v_plus-1)/2,
  nu = sqrt(1/4+g^2/S^2)  (symplectic eigenvalue of either reduced state),
  entropy = (nu+1/2)ln(nu+1/2) - (nu-1/2)ln(nu-1/2).
Frequencies are energies in eV (hbar = 1) except in the density check.
"""
import numpy as np
from scipy.linalg import eigh
from scipy import constants as const


def couplings(wc, w0, wp):
    g = 0.5 * wp * np.sqrt(w0 / wc)
    return g, g**2 / w0


def formula(wc, w0, wp):
    """Closed forms: v_minus, v_plus, population, nu, S."""
    total = wc + w0
    S = np.sqrt(total**2 + wp**2)
    g, _ = couplings(wc, w0, wp)
    v_minus = total / (2 * S)
    v_plus = (wc * total + wp**2) / (2 * wc * S)
    nu = np.sqrt(0.25 + g**2 / S**2)
    return v_minus, v_plus, (v_minus + v_plus - 1) / 2, nu, S


def entropy(nu):
    return (nu + 0.5) * np.log(nu + 0.5) - (nu - 0.5) * np.log(nu - 0.5)


def ground_covariance(M):
    """Ground covariance and normal frequencies of H = R^T M R / 2."""
    n = len(M) // 2
    w, U = np.linalg.eigh(M)
    root = (U * np.sqrt(w)) @ U.T
    inverse_root = (U / np.sqrt(w)) @ U.T
    J = np.block([[np.zeros((n, n)), np.eye(n)],
                  [-np.eye(n), np.zeros((n, n))]])
    k, W = np.linalg.eigh(1j * root @ J @ root)
    absolute = ((W * np.abs(k)) @ W.conj().T).real
    return 0.5 * inverse_root @ absolute @ inverse_root, np.sort(k[k > 0])


def coulomb_matrix(wc, w0, wp, electrons=1, keep_a2=True):
    """R = (Q, x_1..x_N, Pi, p_1..p_N), mass-scaled, individual electrons."""
    n = electrons + 1
    rows = []
    row = np.zeros(2 * n)
    row[0] = wc
    rows.append(row)
    row = np.zeros(2 * n)
    row[n] = 1
    rows.append(row)
    for j in range(1, n):
        row = np.zeros(2 * n)
        row[j] = w0
        rows.append(row)
        row = np.zeros(2 * n)
        row[n + j] = 1
        row[0] = wp / np.sqrt(electrons)
        rows.append(row)
    F = np.array(rows)
    M = F.T @ F
    if not keep_a2:
        M[0, 0] -= wp**2
    return M


def dipole_matrix(wc, w0, wp):
    """R = (Q, X, Pi, P); the field momentum is shifted by -wp X."""
    F = np.array([[wc, 0, 0, 0], [0, w0, 0, 0],
                  [0, -wp, 1, 0], [0, 0, 0, 1]], dtype=float)
    return F.T @ F


def field_data(C, wc):
    """Field variances, population and nu from a phase-space covariance."""
    n = len(C) // 2
    vq, vp = wc * C[0, 0], C[n, n] / wc
    nu = np.sqrt(C[0, 0] * C[n, n] - C[0, n]**2)
    return vq, vp, (vq + vp - 1) / 2, nu


def fock_ground(wc, w0, wp, size=30):
    """Ground state by diagonalization in a truncated number basis."""
    g, D = couplings(wc, w0, wp)
    a = np.diag(np.sqrt(np.arange(1, size)), 1)
    one = np.eye(size)
    number = np.diag(np.arange(size))
    x = a + a.T
    H = (np.kron(wc * (number + 0.5 * one) + D * x @ x, one)
         + np.kron(one, w0 * (number + 0.5 * one)) + g * np.kron(x, x))
    energy, vector = eigh(H, subset_by_index=[0, 0])
    psi = vector[:, 0].reshape(size, size)
    a_psi, b_psi = a @ psi, psi @ a.T
    schmidt = np.linalg.svd(psi, compute_uv=False)**2
    kept = schmidt[schmidt > 1e-20]
    return {"energy": energy[0], "na": np.sum(a_psi**2),
            "nb": np.sum(b_psi**2), "ab": np.sum(psi * (a @ psi @ a.T)),
            "adag_b": np.sum(a_psi * b_psi),
            "vq": np.sum((x @ psi)**2) / 2,
            "schmidt": schmidt, "entropy": -np.sum(kept * np.log(kept))}


# Phase-space test with individual electrons, on and off resonance
for wc, w0, wp in [(2.0, 3.0, 1.5), (2.0, 1.0, 3.0), (1.3, 1.3, 0.7)]:
    vm, vp, pop, nu, S = formula(wc, w0, wp)
    g, D = couplings(wc, w0, wp)
    for electrons in (1, 3):
        C, freq = ground_covariance(coulomb_matrix(wc, w0, wp, electrons))
        assert np.allclose(field_data(C, wc), (vm, vp, pop, nu), atol=1e-9)
        assert abs(C[0, electrons + 1]) < 1e-9
        u = np.zeros(2 * electrons + 2)
        u[1:electrons + 1] = 1 / np.sqrt(electrons)
        v = np.roll(u, electrons + 1)
        assert abs(w0 * u @ C @ u - vm) < 1e-9
        assert abs(v @ C @ v / w0 - vp) < 1e-9
        qy = np.sqrt(wc / w0) * C[0] @ v
        ppi = -np.sqrt(w0 / wc) * C[electrons + 1] @ u
        assert abs(qy + g / S) < 1e-9 and abs(ppi - g / S) < 1e-9
        assert abs(freq[0] * freq[-1] - wc * w0) < 1e-8
        assert abs(freq[0] + freq[-1] - S) < 1e-8

# Number-basis test of energy, populations, correlations and Schmidt form
for wc, w0, wp in [(2.0, 3.0, 1.5), (2.0, 1.0, 3.0)]:
    vm, vp, pop, nu, S = formula(wc, w0, wp)
    g, D = couplings(wc, w0, wp)
    f = fock_ground(wc, w0, wp)
    ratio = (nu - 0.5) / (nu + 0.5)
    assert abs(f["energy"] - S / 2) < 1e-7
    assert abs(f["na"] - pop) < 1e-7 and abs(f["nb"] - pop) < 1e-7
    assert abs(f["ab"] + g / S) < 1e-7 and abs(f["adag_b"]) < 1e-7
    assert abs(f["vq"] - vm) < 1e-7
    assert np.allclose(f["schmidt"][:5],
                       (1 - ratio) * ratio**np.arange(5), atol=1e-8)
    assert abs(f["entropy"] - entropy(nu)) < 1e-7
    r = 0.25 * np.log(vp / vm)
    assert abs(f["na"] + 0.5 - nu * np.cosh(2 * r)) < 1e-7

# Worked model parameters
wc, w0, wp = 2.0, 3.0, 1.5
g, D = couplings(wc, w0, wp)
vm, vp, pop, nu, S = formula(wc, w0, wp)

# Weak- and strong-coupling limits, from numerical covariances
weak = 0.02
C, _ = ground_covariance(coulomb_matrix(wc, w0, weak))
weak_ratio = (field_data(C, wc)[2]
              / (couplings(wc, w0, weak)[0] / (wc + w0))**2)
assert abs(weak_ratio - 1) < 1e-3
strong = 200.0
C, _ = ground_covariance(coulomb_matrix(wc, w0, strong))
strong_data = field_data(C, wc)
nu_cap = 0.5 * np.sqrt(1 + w0 / wc)
assert abs(strong_data[3] - nu_cap) < 1e-3
assert abs(strong_data[2] + 0.5 - strong / (4 * wc)) < 0.02

# Model without the A^2 term: entropy grows beyond the full-model cap
no_a2 = []
for fraction in (0.75, 0.99, 0.9999, 0.999999):
    trial = fraction * wc
    C, _ = ground_covariance(coulomb_matrix(wc, w0, trial, keep_a2=False))
    nu_trial = field_data(C, wc)[3]
    d = w0 * np.sqrt(wc**2 - trial**2)
    expected = 0.5 * np.sqrt((w0**2 + d) * (wc**2 + d)
                             / (d * (wc**2 + w0**2 + 2 * d)))
    assert abs(nu_trial / expected - 1) < 1e-6
    no_a2.append((trial, nu_trial, entropy(nu_trial)))
assert all(x[1] < y[1] for x, y in zip(no_a2, no_a2[1:]))
assert no_a2[-1][1] > 3 * nu_cap
assert np.linalg.eigvalsh(
    coulomb_matrix(wc, w0, 1.01 * wc, keep_a2=False))[0] < 0

# Dipole gauge: same spectrum, exchanged frequencies in the reduced state
C, dipole_freq = ground_covariance(dipole_matrix(wc, w0, wp))
_, freq = ground_covariance(coulomb_matrix(wc, w0, wp))
dipole = field_data(C, wc)
swapped = formula(w0, wc, wp)
assert np.allclose(freq, dipole_freq, atol=1e-9)
assert np.allclose(sorted(dipole[:2]), swapped[:2], atol=1e-9)
assert np.allclose(dipole[2:], swapped[2:4], atol=1e-9)
assert abs(dipole[3] - nu) > 1e-3
C, _ = ground_covariance(dipole_matrix(wc, wc, wp))
assert abs(field_data(C, wc)[3] - formula(wc, wc, wp)[3]) < 1e-9

# Gaussian-unit coefficients; mechanical quantities are in SI units
hbar, mass, light = const.hbar, const.m_e, const.c
e2 = const.e**2 / (4 * np.pi * const.epsilon_0)
to_rate = const.e / hbar
density = mass * (wp * to_rate)**2 / (4 * np.pi * e2)
volume = 1e-21
N = density * volume
A0 = light * np.sqrt(2 * np.pi * hbar / (wc * to_rate * volume))
# electric vacuum energy must equal a quarter quantum
field_square = (wc * to_rate * A0 / light)**2
assert abs(volume * field_square / (8 * np.pi)
           / (hbar * wc * to_rate / 4) - 1) < 1e-12
p0 = np.sqrt(mass * hbar * w0 * to_rate / 2)
g_micro = np.sqrt(N * e2) * A0 * p0 / (mass * light) / const.e
D_micro = N * e2 * A0**2 / (2 * mass * light**2) / const.e
assert abs(g_micro / g - 1) < 1e-10 and abs(D_micro / D - 1) < 1e-10

f = fock_ground(wc, w0, wp)
r = 0.25 * np.log(vp / vm)
print(f"hbar*wc = {wc:.3f} eV")
print(f"hbar*w0 = {w0:.3f} eV")
print(f"hbar*wp = {wp:.3f} eV")
print(f"electron density N/V = {density * 1e-6:.4e} cm^-3")
print(f"hbar*g = {g:.6f} eV")
print(f"hbar*D = {D:.6f} eV")
print(f"hbar*S = {S:.6f} eV")
print(f"lower polariton energy = {freq[0]:.6f} eV")
print(f"upper polariton energy = {freq[-1]:.6f} eV")
print(f"ground energy = {S / 2:.6f} eV")
print(f"shift from uncoupled ground energy = {(S-wc-w0)/2:.6f} eV")
print(f"v_minus = {vm:.6f} (dimensionless)")
print(f"v_plus = {vp:.6f} (dimensionless)")
print(f"squeezed variance = {10*np.log10(2*vm):.4f} dB")
print(f"antisqueezed variance = {10*np.log10(2*vp):.4f} dB")
print(f"<a'a> = <b'b>, formula = {pop:.6f} quanta")
print(f"<a'a>, number basis = {f['na']:.6f} quanta")
print(f"<b'b>, number basis = {f['nb']:.6f} quanta")
print(f"weak-coupling estimate g^2/(wc+w0)^2 = "
      f"{(g/(wc+w0))**2:.6f} quanta")
print(f"<ab> = {-g/S:.6f} (dimensionless)")
print(f"nu = {nu:.6f} (dimensionless)")
print(f"nu - 1/2 = {nu-0.5:.6f} quanta")
print(f"local squeezing parameter r = {r:.6f} (dimensionless)")
print(f"Schmidt ratio t^2 = {(nu-0.5)/(nu+0.5):.6f} (dimensionless)")
for n in range(3):
    print(f"Schmidt probability {n} = {f['schmidt'][n]:.6f}")
print(f"entropy, formula = {entropy(nu):.6f} nat")
print(f"entropy, number basis = {f['entropy']:.6f} nat")
print(f"entropy = {entropy(nu)/np.log(2):.6f} bit")
print("scan: hbar*wp/eV, population, squeezing/dB, nu, entropy/nat")
for trial in (0.5, 1.5, 5.0, 20.0, 100.0):
    q = formula(wc, w0, trial)
    C, _ = ground_covariance(coulomb_matrix(wc, w0, trial))
    assert np.allclose(field_data(C, wc), q[:4], rtol=1e-5, atol=1e-6)
    print(f"{trial:7.2f} {q[2]:10.6f} {10*np.log10(2*q[0]):10.4f} "
          f"{q[3]:9.6f} {entropy(q[3]):9.6f}")
print(f"limiting nu = {nu_cap:.6f} (dimensionless)")
print(f"limiting entropy = {entropy(nu_cap):.6f} nat")
print("without A^2: hbar*wp/eV, nu, entropy/nat")
for trial, nu_trial, entropy_trial in no_a2:
    print(f"{trial:9.6f} {nu_trial:10.5f} {entropy_trial:10.5f}")
print(f"dipole-gauge population = {dipole[2]:.6f} quanta")
print(f"dipole-gauge nu = {dipole[3]:.6f} (dimensionless)")
print(f"dipole-gauge entropy = {entropy(dipole[3]):.6f} nat")
print("finished without a failed check")
```

It prints:

```
hbar*wc = 2.000 eV
hbar*w0 = 3.000 eV
hbar*wp = 1.500 eV
electron density N/V = 1.6318e+21 cm^-3
hbar*g = 0.918559 eV
hbar*D = 0.281250 eV
hbar*S = 5.220153 eV
lower polariton energy = 1.708689 eV
upper polariton energy = 3.511464 eV
ground energy = 2.610077 eV
shift from uncoupled ground energy = 0.110077 eV
v_minus = 0.478913 (dimensionless)
v_plus = 0.586669 (dimensionless)
squeezed variance = -0.1871 dB
antisqueezed variance = 0.6942 dB
<a'a> = <b'b>, formula = 0.032791 quanta
<a'a>, number basis = 0.032791 quanta
<b'b>, number basis = 0.032791 quanta
weak-coupling estimate g^2/(wc+w0)^2 = 0.033750 quanta
<ab> = -0.175964 (dimensionless)
nu = 0.530060 (dimensionless)
nu - 1/2 = 0.030060 quanta
local squeezing parameter r = 0.050735 (dimensionless)
Schmidt ratio t^2 = 0.029182 (dimensionless)
Schmidt probability 0 = 0.970818
Schmidt probability 1 = 0.028331
Schmidt probability 2 = 0.000827
entropy, formula = 0.135853 nat
entropy, number basis = 0.135853 nat
entropy = 0.195995 bit
scan: hbar*wp/eV, population, squeezing/dB, nu, entropy/nat
   0.50   0.003738    -0.0216  0.503699  0.024420
   1.50   0.032791    -0.1871  0.530060  0.135853
   5.00   0.295495    -1.5051  0.661438  0.468223
  20.00   2.046624    -6.1522  0.776493  0.667064
 100.00  12.009373   -13.0157  0.789978  0.687439
limiting nu = 0.790569 (dimensionless)
limiting entropy = 0.688321 nat
without A^2: hbar*wp/eV, nu, entropy/nat
 1.500000    0.55761    0.22365
 1.980000    0.97944    0.93190
 1.999800    2.88139    2.05321
 1.999998    9.04062    3.20122
dipole-gauge population = 0.014832 quanta
dipole-gauge nu = 0.513577 (dimensionless)
dipole-gauge entropy = 0.072042 nat
finished without a failed check
```
